Transmission distribution of a chaotic cavity with two single-channel leads

**The problem**

Electrons enter a cavity of irregular shape through one lead and leave through the same lead or a second one. Each lead carries one propagating channel. Scattering is elastic and phase coherent. Small changes of energy or shape change the transmission probability T, so the useful quantity is its probability density P(T). Find P(T) for each of the three symmetry classes below, and state when the answer applies to a real cavity.

The scattering matrix takes incoming amplitudes to outgoing ones:

S = [[r, t′], [t, r′]],  S†S = 1.

The rows are separated by the inner brackets, and t is the amplitude from lead 1 to lead 2. The classes carry an index β.

β = 1: time-reversal symmetry, no spin-orbit coupling. With outgoing modes chosen as the time reverses of incoming ones, S is symmetric, Sᵀ = S.

β = 2: time reversal is broken by a magnetic field, the spin remaining degenerate. S is unitary with no further condition.

β = 4: time-reversal symmetry with strong spin-orbit coupling. One channel now means one Kramers pair, so each entry of S is a 2×2 spin matrix. Any such matrix can be written Q = c₀ + i c·σ, with complex coefficients and Pauli matrices σ. Its dual is Qᴿ = σ_y Qᵀ σ_y = c₀ − i c·σ, because σ_y σ_kᵀ σ_y = −σ_k. The dual of S also exchanges the leads: (Sᴿ)ᵢⱼ = (Sⱼᵢ)ᴿ. With spin labels chosen so that a spin-independent cavity has entries proportional to the unit spin matrix, time reversal requires Sᴿ = S.

The statistical assumption is that the cavity prefers no scattering matrix allowed by symmetry. For any unitary V and W of the right size, the probability measure is unchanged under

β = 1: S → VᵀSV,
β = 2: S → VSW,
β = 4: S → VᴿSV.

These are the circular ensembles. They describe a chaotic cavity whose contacts have no barriers and in which no short path leads directly from a lead to the other lead or back into the same one. Chaos without these two conditions is not enough. The cavity must also have no spatial symmetry. If a mirror exchanges the two leads, the even and odd combinations of the lead modes scatter with independent phases θ₁ and θ₂, so T = sin²((θ₁ − θ₂)/2). With time reversal its mean is then 1/2, whereas the β = 1 law derived below has mean 1/3. The symmetry class must also be well established during the electron's stay in the cavity. For β = 2 the magnetic field must have a strong effect before the electron escapes and the spin-orbit coupling a negligible one; for β = 4 the reverse holds; for β = 1 both effects must be negligible over that time. When both are strong, S is an unrestricted 4×4 unitary matrix and the distribution is much narrower than any of the three laws. Intermediate strengths follow none of the laws exactly, although partial spin-orbit coupling can come close to the β = 2 law.

In all three cases the conductance is G = (2e²/h)T. The factor 2 counts spin for β = 1, 2 and the two members of the Kramers pair for β = 4. In atomic units e = 1 and h = 2π, so G = T/π.

**A first estimate by scaling**

If an electron forgot how it entered and wave interference were ignored, it would leave through either lead with equal probability. This gives T of order 1/2 in every class, and nothing about the fluctuations. Counting dimensions says more about small T.

Consider a Hermitian matrix X with the same symmetry as S. For β = 1 it is symmetric and Hermitian, hence real. For β = 2 its off-diagonal entry is complex. For β = 4, Hermiticity and self-duality give (Xⱼᵢ)† = Xᵢⱼ = (Xⱼᵢ)ᴿ. Since Q† = c₀* − i c*·σ, equality with Qᴿ makes all four coefficients real: the entry is a real quaternion. On the diagonal, Q = Qᴿ also removes c, leaving a real number times the unit spin matrix. So X has two real diagonal parameters and an off-diagonal entry with β real components.

A cavity with T = 0 has a diagonal scattering matrix S₀ = diag(e^{iα₁}, e^{iα₂}). For β = 4 each entry multiplies the unit spin matrix, by the argument just given. Let D = diag(e^{iα₁/2}, e^{iα₂/2}), so D² = S₀. Neighbouring matrices of the same class are

S = D e^{iX} D ≈ D(1 + iX)D, with X small.

Their lower-left entry is t ≈ i e^{i(α₁+α₂)/2} X₂₁, hence T ≈ |X₂₁|². To have T < x, the β components of X₂₁ must lie in a ball of radius √x. The invariant measure has a smooth, non-zero density in these components, so the probability is proportional to the volume of the ball:

Prob(T < x) ≈ C x^{β/2} for x ≪ 1.

Thus small transmission is easy to reach when one real number must be small, and hard when four must be small together. The estimate gives neither C nor the behaviour at larger T, where the curvature of the set of scattering matrices matters.

**Exact solution: the shape of the set of scattering matrices**

Separate the trace from a Hermitian matrix of the given class:

X = x₀ + H(u),  H(u) = [[u₃, q̄], [q, −u₃]].

Here x₀ is half the sum of the two diagonal numbers and u₃ half their difference. The vector u consists of u₃ and the β real components of q. The bar denotes no change for a real number, complex conjugation for a complex one, and q̄ = q† for a real quaternion. In the last case

q̄q = (c₀ − i c·σ)(c₀ + i c·σ) = c₀² + (c·σ)² = c₀² + |c|²,

so q̄q = qq̄ = |q|² in every class. Squaring H gives diagonal entries u₃² + |q|². The off-diagonal entries cancel because u₃ is a number: u₃q̄ − q̄u₃ = 0. Therefore

H(u)² = |u|².

Applying this to u + v and subtracting the separate squares yields

H(u)H(v) + H(v)H(u) = 2u·v.  (1)

Now split S into Hermitian matrices,

S = A + iB,  A = (S + S†)/2,  B = (S − S†)/(2i).

If S is symmetric or self-dual, so is S†, and A and B belong to the class. They commute because S commutes with S† = S⁻¹. Write A = a₀ + H(a) and B = b₀ + H(b). Then H(a) and H(b) commute, and (1) reduces to H(a)H(b) = a·b. Multiplication from the left by H(a) gives

|a|² H(b) = (a·b) H(a).

So a and b are parallel, or one of them vanishes. In either case both are multiples of one unit vector e, and

S = z + wH(e)

with complex numbers z and w. Since H(e)² = 1,

S†S = |z|² + |w|² + (z*w + w*z)H(e).

This must be 1. The matrix H(e) is traceless and non-zero, so its coefficient must vanish separately:

|z|² + |w|² = 1,  Re(z*w) = 0.

The second condition says that z and w differ in phase by a quarter turn, if neither is zero. In all cases there are real numbers η, n₀ and p with z = e^{iη}n₀, w = i e^{iη}p and n₀² + p² = 1. Putting pe = (n₃, q),

S = e^{iη}[n₀ + iH],  H = [[n₃, q̄], [q, −n₃]],  (2)

n₀² + n₃² + |q|² = 1.  (3)

Conversely, any η and any real vector n = (n₀, n₃, q) obeying (3) give a unitary S of the right symmetry, since (n₀ − iH)(n₀ + iH) = n₀² + H² = 1. Apart from an overall phase, a scattering matrix is a point on the unit sphere in β + 2 dimensions. The points (η, n) and (η + π, −n) represent the same S.

The lower-left entry of (2) is t = i e^{iη}q, so

tt† = qq̄ = |q|²,  T = |q|².  (4)

For β = 4 this is a number times the unit spin matrix: both states of the Kramers pair have the same transmission probability.

**The probability measure on the sphere**

We need to know that invariance selects one measure, and then find it in the coordinates (η, n).

Take β = 1. Every symmetric unitary S can be written S = WᵀW. To see this, write n₀ = cos χ and p = sin χ in the construction above and choose

W = e^{iη/2}[cos(χ/2) + i sin(χ/2)H(e)].

This matrix is symmetric, and H(e)² = 1 with the double-angle formulas gives W² = S. Let f(S) be any function and average it over an invariant probability measure. Invariance lets us replace f(S) by f(VᵀSV) and average also over the uniform (Haar) measure of unitary V. But

VᵀSV = (WV)ᵀ(WV),

and WV is as uniformly distributed as V. The inner average is therefore the average of f(VᵀV), whatever S was. Every invariant measure gives this same answer, so there is one such measure, and it is sampled by S = VᵀV. Replacing the transpose by the dual gives the proof and the sampling rule S = VᴿV for β = 4. For β = 2 the same argument with VSW gives S = V.

Next define the squared distance between neighbouring matrices,

ds² = Tr dS†dS.

It is unchanged by all the transformations in the problem, because these multiply dS on the left and right by fixed unitary matrices. Its volume element is therefore invariant too. The set is closed and bounded, so the total volume is finite; after normalization this volume element is the ensemble measure.

Let M = n₀ + iH, so that S = e^{iη}M and dS = e^{iη}(i dη M + dM). Then

dS†dS = dη² M†M − i dη M†dM + i dη dM†M + dM†dM.

Let g be the size of the spin matrices kept in S: g = 1 for β = 1, 2 and g = 2 for β = 4. The full trace of the unit matrix is 2g. The first term has trace 2g dη², since M†M = 1. For the mixed terms,

M†dM = n₀dn₀ + H dH + i(n₀dH − H dn₀).

The last bracket has zero trace. From Tr H² = 2g(n₃² + |q|²), differentiation gives Tr(H dH) = 2g(n₃dn₃ + q·dq), where q·dq is summed over the β real components. Hence

Tr(M†dM) = 2g n·dn = 0,

because n keeps unit length. The other mixed term contains the complex conjugate of this trace and vanishes too. In the last term, dH has the same form as H with differentials as entries, so

Tr(dM†dM) = Tr(dn₀² + dH²) = 2g|dn|².

Collecting the terms,

ds² = 2g(dη² + |dn|²).  (5)

The phase and the sphere contribute separately, and |dn|² is the ordinary distance on the sphere. So n is uniformly distributed over its surface, independently of η. Counting each S twice does no harm, since T is the same at n and −n.

**From the sphere to P(T)**

By (4), T is the squared length of β components of a uniformly random unit vector with β + 2 components. Choose coordinates

n₀ = cos θ cos φ,  n₃ = cos θ sin φ,  q = ω sin θ,

with 0 ≤ θ ≤ π/2 and ω a unit vector in β dimensions. For β = 1, ω is a sign. The first two components contribute sin²θ dθ² + cos²θ dφ² to |dn|². The others contribute cos²θ dθ² + sin²θ|dω|², with no cross term because ω·dω = 0. Together,

|dn|² = dθ² + cos²θ dφ² + sin²θ|dω|².

There is one direction φ with scale cos θ, and there are β − 1 directions in ω with scale sin θ. The surface element is therefore proportional to

cos θ sin^{β−1}θ dθ

times factors that do not involve θ. Since T = sin²θ, dT = 2 sin θ cos θ dθ, and

cos θ sin^{β−1}θ dθ = ½ sin^{β−2}θ dT = ½ T^{β/2−1}dT.

The integral of T^{β/2−1} from 0 to 1 is 2/β. The normalized density is

P(T) = (β/2) T^{β/2−1},  0 < T < 1.  (6)

Explicitly, P = 1/(2√T) for β = 1, P = 1 for β = 2, and P = 2T for β = 4. Integration gives

Prob(T < x) = x^{β/2}.

The moments follow from the same power integral:

⟨T⟩ = (β/2)/(β/2 + 1) = β/(β + 2),
⟨T²⟩ = (β/2)/(β/2 + 2) = β/(β + 4),

var T = β/(β + 4) − β²/(β + 2)²
= β[(β + 2)² − β(β + 4)]/[(β + 2)²(β + 4)]
= 4β/[(β + 2)²(β + 4)].

The mean also follows without integration. All β + 2 components of n have the same mean square, 1/(β + 2), and β of them belong to transmission.

**Comparison with the estimate**

The scaling argument found the correct exponent, and (6) fixes its unknown constant at C = 1. It also shows that the power law, derived for small T, holds up to T = 1. The reason is visible on the sphere. Had reflection used m real components instead of two, the surface element would have contained cos^{m−1}θ, and the same change of variable would have given a density proportional to

T^{β/2−1}(1 − T)^{m/2−1}.

Here m = 2, and the second factor equals 1. The estimate had no way of knowing this.

The classical guess T ≈ 1/2 agrees with the mean for β = 2. For β = 1 the mean is 1/3, so the guess is 50% too high relative to the exact value; for β = 4 the mean is 2/3 and the guess is 25% too low. Interference combined with time reversal favours reflection in the first case and transmission in the second.

Sampling 100000 matrices from each ensemble gives the following probabilities, with the value from (6) first and the sampled value second.

β = 1: T < 0.1: 0.316, 0.315; T > 0.9: 0.051, 0.051
β = 2: T < 0.1: 0.100, 0.099; T > 0.9: 0.100, 0.101
β = 4: T < 0.1: 0.010, 0.010; T > 0.9: 0.190, 0.189

Over the whole range, the sampled cumulative distributions differ from x^{β/2} by at most 0.003. Comparison with the nearest wrong class gives a largest difference of about 0.25. That is the expected size: √x − x has its maximum 1/4 at x = 1/4, and x − x² has the same maximum at x = 1/2. The numerical check also tests the sphere form (2), the uniformity of n through its second and fourth moments, and the metric (5).

**A cavity with numbers**

Take a two-dimensional model cavity with an irregular boundary and area L², where L = 2000 Å. The effective mass is m = 0.1 electron masses, the leads have hard walls and width w = 200 Å, and the electron energy is E = 0.02 eV. Lead mode j has transverse wave number jπ/w and opens at

E_j = (jπ/w)²/(2m).

This gives E₁ = 0.0094 eV and E₂ = 4E₁ = 0.0376 eV. The chosen energy lies between them, so each lead has one open channel.

For the mean level spacing, count one state per (2π)² of phase-space volume, for one spin direction or one Kramers pair. This is the leading count for a large cavity; at the energy chosen here, hard walls lower the level density by a few percent:

N(E) = L²πk²/(2π)² = mL²E/(2π), using k² = 2mE.

Hence Δ = dE/dN = 2π/(mL²). Dividing by E₁ removes the mass:

Δ = E₁ · 4w²/(πL²) = 0.0094 eV × 0.01273 = 1.20 × 10⁻⁴ eV.

The time spent inside follows from the total scattering phase. A resonance at energy E_k with width Γ_k contributes to det S the factor

(E − E_k − iΓ_k/2)/(E − E_k + iΓ_k/2),

whose phase rises by 2π as E passes the resonance. The total phase therefore grows at the mean rate 2π/Δ. Shared between two channels, this is a mean delay time π/Δ in atomic units, and its inverse is the escape energy

Δ/π = 3.81 × 10⁻⁵ eV.

The time to cross the cavity sets another energy. With speed v = √(2E/m),

v/L = (2w/(πL))√(E E₁) = 0.0637 × 0.0137 eV = 8.7 × 10⁻⁴ eV.

The ratio is 22.9: the mean delay amounts to many crossings of the cavity before escape. This supports the circular ensemble, provided the shape is chaotic and has no spatial symmetry, the lead openings reflect negligibly, and no short path connects the two leads or returns an electron to the lead it came from. The field and the spin-orbit coupling must meet the conditions stated above for each class. For β = 2 the Zeeman splitting must in addition be far below Δ/π, so that both spins have nearly the same T. One flux quantum h/e through this cavity is about 0.1 T, and a field of roughly that order is needed to break time reversal. The splitting gμ_B B is then about 0.15|g| times Δ/π, so the condition is met only for a small g-factor. The thermal energy must also be far below Δ/π, which corresponds to 0.44 K. Otherwise the measured conductance averages over energies with different T, and its distribution becomes narrower than (6). The electrons are also treated as independent: the charging energy of a cavity of this size can far exceed Δ, and its effect is not included here.

The conductance unit 2e²/h is 77.48 microsiemens. Multiplication by ⟨T⟩ gives mean conductances of 25.8, 38.7 and 51.7 microsiemens for β = 1, 2 and 4. The standard deviation of T, the square root of the variance, is 0.30, 0.29 and 0.24: that is 0.89, 0.58 and 0.35 of the respective mean, so the mean alone describes one such cavity poorly, most of all for β = 1.

**Does a random cavity Hamiltonian give the same law?**

The circular ensemble can be tested against a model that does not assume it. A Gaussian random Hamiltonian with 40 levels and spacing Δ at the band centre is coupled to two leads, and S is computed from its resolvent. With ideal contacts, 4000 cavities per class give mean transmissions 0.342, 0.497 and 0.665 for β = 1, 2 and 4. The largest differences between the cumulative distributions and x^{β/2} are 0.018, 0.010 and 0.010. The first mean lies 0.009 above 1/3, a little under two standard errors of the sample; this run does not separate sampling noise from a finite-size effect. The inverse mean delays are 4.1, 3.9 and 3.9 × 10⁻⁵ eV, within 8% of Δ/π.

Barriers at the contacts destroy the agreement. When each contact has transparency 0.33, the β = 2 model gives a mean of about 0.13 (0.135 in this run) instead of 1/2, and the largest cumulative difference from (6) rises to 0.60. Many electrons are now reflected before they explore the cavity, so S is no longer uniformly distributed. The scaling argument is less demanding: it needs a smooth, non-zero probability density near T = 0. Where that condition survives, the exponent β/2 survives with it, but the constant C and the law at larger T change.

Numbers as computed

```
effective mass: 0.10 electron masses
cavity side: 2000 angstrom
lead width: 200 angstrom
electron energy: 0.0200 eV
first lead threshold: 0.00940 eV
second lead threshold: 0.03760 eV
mean level spacing Delta: 1.197e-04 eV
escape energy Delta/pi: 3.810e-05 eV
transit energy v/L: 8.729e-04 eV
transit/escape ratio: 22.9
conductance unit 2e^2/h: 77.481 microsiemens
scattering matrices per ensemble: 100000
beta=1 mean T: law 0.3333, sampled 0.3330
beta=1 var T: law 0.0889, sampled 0.0885
beta=1 Prob(T<0.1): law 0.3162, sampled 0.3148
beta=1 Prob(T>0.9): law 0.0513, sampled 0.0512
beta=1 largest cumulative gap: 0.0025; nearest wrong class: 0.2505
beta=1 mean conductance: 25.83 microsiemens
beta=2 mean T: law 0.5000, sampled 0.5008
beta=2 var T: law 0.0833, sampled 0.0832
beta=2 Prob(T<0.1): law 0.1000, sampled 0.0990
beta=2 Prob(T>0.9): law 0.1000, sampled 0.1005
beta=2 largest cumulative gap: 0.0021; nearest wrong class: 0.2501
beta=2 mean conductance: 38.74 microsiemens
beta=4 mean T: law 0.6667, sampled 0.6674
beta=4 var T: law 0.0556, sampled 0.0554
beta=4 Prob(T<0.1): law 0.0100, sampled 0.0098
beta=4 Prob(T>0.9): law 0.1900, sampled 0.1892
beta=4 largest cumulative gap: 0.0030; nearest wrong class: 0.2505
beta=4 mean conductance: 51.65 microsiemens
Hamiltonian model: 40 levels, 4000 cavities per class
beta=1 Hamiltonian mean T: 0.3422; cumulative gap: 0.0183
beta=1 inverse mean delay: 4.079e-05 eV
beta=2 Hamiltonian mean T: 0.4972; cumulative gap: 0.0101
beta=2 inverse mean delay: 3.867e-05 eV
beta=4 Hamiltonian mean T: 0.6650; cumulative gap: 0.0097
beta=4 inverse mean delay: 3.875e-05 eV
barrier contacts, beta=2, transparency: 0.3306
barrier contacts mean T: 0.1352; cumulative gap: 0.5970
```
